# Ripple coefficients and fastest-growing wavelength from two growth rates, with errors

**Question**

I am working on ripple formation on a silicon surface under oblique argon bombardment. I start from two shallow gratings with different pitches and follow the height amplitude of each. Both grow exponentially at first:

- pitch 400 nm: $R_1=(5.3\pm0.2)\times10^{-4}\ \mathrm{s^{-1}}$
- pitch 240 nm: $R_2=(4.6\pm0.3)\times10^{-4}\ \mathrm{s^{-1}}$

Each pitch is known to 1%, independently of the other. The linear theory has a destabilising curvature term and a fourth-order smoothing term. I want both coefficients, and from them the wavelength that grows fastest on an unpatterned surface.

I am stuck on the errors. Both coefficients come from the same two rates, so I doubt that I may treat their errors as independent. I also don't see where the pitch errors enter. And how far can I trust a law with two coefficients fitted to two points?

**Answer**

Your doubt is justified: the two coefficient errors are strongly correlated, and the correlation works in your favour.

**The growth law**

Let $x$ run along the direction in which the height $h$ varies. For small slopes, take

$$h_t=-v\,h_x-S\,h_{xx}-B\,h_{xxxx},\qquad S>0,\quad B>0.$$

Here $S$ is the destabilising curvature coefficient, $B$ the smoothing coefficient and $v$ a drift velocity. Insert $h\propto e^{ikx+\sigma t}$. Since $h_x\to ikh$, $h_{xx}\to-k^2h$ and $h_{xxxx}\to k^4h$,

$$\sigma=-ivk+Sk^2-Bk^4 .$$

The imaginary part moves the ripple sideways. The amplitude grows at the real part,

$$R(k)=Sk^2-Bk^4 .$$

This is the rate of the height amplitude. A scattered intensity proportional to amplitude squared grows at $2R$, so intensity rates must be halved first. No physical constant appears in this algebra, so it reads the same in atomic units as in nm and s.

**The two coefficients**

Write $q=k^2$ and $y=R/q$. Dividing the growth law by $q$ gives a straight line,

$$y=S-Bq .$$

Subtracting the line at $q_2$ from the line at $q_1$ removes $S$. With $D=q_2-q_1>0$,

$$B=\frac{y_1-y_2}{D}.$$

Then $S=y_1+Bq_1=[y_1(q_2-q_1)+q_1(y_1-y_2)]/D$, and the terms in $q_1y_1$ cancel:

$$S=\frac{q_2y_1-q_1y_2}{D}.$$

The data describe an unstable surface with smoothing if $y_1>y_2$ and $q_2y_1>q_1y_2$. Otherwise this model has no fastest-growing ripple.

To find the maximum, set $dR/dq=S-2Bq=0$, which gives $q_*=S/(2B)$. The second derivative is $-2B<0$, so this is a maximum. Hence

$$\lambda_*=\frac{2\pi}{\sqrt{q_*}}=2\pi\sqrt{\frac{2B}{S}},\qquad R_*=Sq_*-Bq_*^2=\frac{S^2}{4B}.$$

This is the fastest-growing ripple among those parallel to your gratings. It is also the fastest on an unpatterned surface if no other orientation grows faster, which these two gratings alone cannot show.

For your gratings, $k=2\pi/\text{pitch}$ gives $q_1=2.4674\times10^{-4}$ and $q_2=6.8539\times10^{-4}\ \mathrm{nm^{-2}}$, so $D=4.3865\times10^{-4}\ \mathrm{nm^{-2}}$. The reduced rates are $y_1=2.148$ and $y_2=0.671\ \mathrm{nm^2/s}$. Therefore

$$B=\frac{2.1480-0.6712}{4.3865\times10^{-4}}\approx3367\ \mathrm{nm^4/s},$$

$$S=2.148+3367\times2.4674\times10^{-4}\approx2.98\ \mathrm{nm^2/s},$$

$$\lambda_*=2\pi\sqrt{\frac{2\times3367}{2.979}}\approx299\ \mathrm{nm}.$$

The peak rate is $6.6\times10^{-4}\ \mathrm{s^{-1}}$.

**Rate errors**

First hold the wavenumbers fixed. Differentiating the two solutions gives

$$\delta B=\frac{\delta y_1-\delta y_2}{D},\qquad \delta S=\frac{q_2\,\delta y_1-q_1\,\delta y_2}{D}.$$

An error in $y_1$ moves both coefficients the same way, and so does an error in $y_2$. For independent $y$ errors the mean of the product is

$$\mathrm{cov}(S,B)=\frac{q_2\sigma_{y1}^2+q_1\sigma_{y2}^2}{D^2}>0 .$$

The wavelength depends on the ratio $B/S$, in which such a joint shift partly cancels. To keep the cancellation, go back to the independent errors. From $\ln\lambda_*=\text{const}+\tfrac12\ln B-\tfrac12\ln S$,

$$\frac{\delta\lambda_*}{\lambda_*}=\frac12\left(\frac{\delta B}{B}-\frac{\delta S}{S}\right)
=\frac{S(\delta y_1-\delta y_2)-B(q_2\delta y_1-q_1\delta y_2)}{2DBS}.$$

Collect the coefficients. That of $\delta y_1$ is $S-Bq_2=y_2$, and that of $\delta y_2$ is $-(S-Bq_1)=-y_1$. So

$$\frac{\delta\lambda_*}{\lambda_*}=\frac{y_2\,\delta y_1-y_1\,\delta y_2}{2DBS}.$$

At fixed $q$, $\delta y/y=\delta R/R$. Taking out the factor $y_1y_2$,

$$\frac{\delta\lambda_*}{\lambda_*}=G\left(\frac{\delta R_1}{R_1}-\frac{\delta R_2}{R_2}\right),\qquad G=\frac{y_1y_2}{2DBS}.$$

A common relative error of both rates, such as a wrong clock scale, drops out of $\lambda_*$, although it changes $S$ and $B$.

**Pitch errors**

Now let the wavenumber be uncertain too. Differentiate $R_i=Sq_i-Bq_i^2$ in full:

$$\delta R_i=q_i\,\delta S-q_i^2\,\delta B+R'(k_i)\,\delta k_i,\qquad R'(k)=2k(S-2Bk^2).$$

Move the last term to the left. The equations for $\delta S$ and $\delta B$ are then the earlier ones, with $\delta R_i$ replaced by $\delta R_i-R'(k_i)\delta k_i$. A wavenumber error therefore acts as a rate error, weighted by the slope of the growth curve. For independent errors,

$$s_i^2=\sigma_{Ri}^2+\left[R'(k_i)\,\sigma_{ki}\right]^2,\qquad
\frac{\sigma_\lambda}{\lambda_*}=G\sqrt{\left(\frac{s_1}{R_1}\right)^2+\left(\frac{s_2}{R_2}\right)^2}.$$

To first order, a 1% pitch error is a 1% wavenumber error. It adds $0.65\times10^{-5}\ \mathrm{s^{-1}}$ at 400 nm and $2.24\times10^{-5}\ \mathrm{s^{-1}}$ at 240 nm, where the curve is steeper. The effective errors are $s_1=2.10\times10^{-5}$ and $s_2=3.75\times10^{-5}\ \mathrm{s^{-1}}$, or 3.97% and 8.14% of the rates. With

$$G=\frac{2.148\times0.6712}{2\times4.3865\times10^{-4}\times3366.8\times2.9787}=0.164,$$

the relative error is $0.164\sqrt{3.97^2+8.14^2}\,\%=1.48\%$. Hence

$$\lambda_*=299\pm4\ \mathrm{nm}\quad(2987\pm44\ \text{Å}).$$

The coefficients are $S=2.98\pm0.14\ \mathrm{nm^2/s}$ and $B=3370\pm230\ \mathrm{nm^4/s}$, with correlation 0.94. Treating them as independent would give 12 nm instead of 4.4 nm.

The formula is first order in the errors. As a test, 200,000 random draws of both rates and both wavenumbers, with independent Gaussian errors of the stated sizes, put the central 68% of $\lambda_*$ between 294.2 and 303.1 nm. The half-width is again 4.4 nm.

If the 1% were instead a common error of the length scale, $\lambda_*$ would simply scale with it. That contribution alone would be 3.0 nm.

**Two limits for choosing the gratings**

*Nearly equal pitches.* As $D\to0$ the denominator of $G$ vanishes while $y_1y_2$ stays finite, so the error grows as $1/D$. Replace the 240 nm grating by one of 360 nm, keeping the first grating, the absolute rate errors and the 1% pitch errors, and taking the new rate from the fitted law. The error becomes about 70 nm, so large that the first-order formula is then only a rough guide.

*Second grating at the cutoff.* If $R_2=0$, then $S=Bq_2$, and

$$\lambda_*=2\pi\sqrt{2/q_2}=\sqrt2\times\text{pitch}_2 .$$

The relative error $s_2/R_2$ is now meaningless, so use the form in $\delta y$. With $y_2=0$ and $y_1=B(q_2-q_1)=BD$,

$$\frac{\sigma_\lambda}{\lambda_*}=\frac{y_1\,(s_2/q_2)}{2DBS}=\frac{s_2}{2Sq_2}.$$

To first order the error of the other rate no longer matters. For your fit the cutoff is at 211 nm.

**Can two points test the law?**

Hardly. Two rates can contradict it only by giving a coefficient of the wrong sign. When both signs are right, as here, the curve passes through both points whether or not the law is right. A third pitch gives a real test. At 200 nm your fit predicts

$$R_3=(-3.4\pm1.1)\times10^{-4}\ \mathrm{s^{-1}},$$

so that grating should decay. This error is for a pitch of exactly 200 nm. A 1% error in the third pitch, added in quadrature, raises it to $1.3\times10^{-4}\ \mathrm{s^{-1}}$.

Suppose the true law contains an extra constant damping, $R=-R_0+Sq-Bq^2$. The true curve minus your fitted curve is quadratic in $q$ and vanishes at $q_1$ and $q_2$, so it equals $c(q-q_1)(q-q_2)$. At $q=0$ the fit gives zero and the true curve $-R_0$, so $c=-R_0/(q_1q_2)$. At the third grating the discrepancy is

$$\Delta R_3=-R_0\frac{(q_3-q_1)(q_3-q_2)}{q_1q_2}=-1.32\,R_0 .$$

It equals one standard error of the prediction when $R_0=8.2\times10^{-5}\ \mathrm{s^{-1}}$, before adding the errors of the third pitch and the third measured rate. Weaker damping would be hard to see. With your two pitches it does little harm to the wavelength: $R_0=2\times10^{-5}\ \mathrm{s^{-1}}$ makes the inferred $\lambda_*$ too long by just 0.3 nm, and $R_0=8.2\times10^{-5}\ \mathrm{s^{-1}}$ by about 1 nm. The coefficients are less safe. Expanding $c(q-q_1)(q-q_2)$ shows that the fitted $S$ is too low by $R_0(q_1+q_2)/(q_1q_2)$ and the fitted $B$ by $R_0/(q_1q_2)$. At $R_0=8.2\times10^{-5}\ \mathrm{s^{-1}}$ these are $0.45\ \mathrm{nm^2/s}$ and $485\ \mathrm{nm^4/s}$, about three and two standard errors.

Other wrong laws move the wavelength more. The curve $Sk^2-B'k^3$ through your two points has $S=4.36\ \mathrm{nm^2/s}$ and peaks at 305 nm. It predicts $-0.7\times10^{-4}\ \mathrm{s^{-1}}$ at 200 nm, only about two standard errors of $1.3\times10^{-4}\ \mathrm{s^{-1}}$ from your prediction. A smoothing term in $k^6$ puts the peak at 291 nm.

**Finite amplitude**

The leading nonlinear term in the height equation is $(\Lambda/2)h_x^2$. In the frame moving with the ripple, write $h=A\cos kx+C\cos2kx$. The square of the first slope is $A^2k^2(1-\cos2kx)/2$, so

$$\dot C=R(2k)\,C-\tfrac14\Lambda k^2A^2 .$$

The forcing grows as $A^2$, at rate $2R$. Once $C$ follows it, $\dot C=2RC$, and

$$C=-\frac{\Lambda k^2A^2}{4[2R-R(2k)]}.$$

The cross term of the slopes is $\Lambda(Ak\sin kx)(2Ck\sin2kx)=\Lambda k^2AC(\cos kx-\cos3kx)$. It changes the growth rate of $A$ by $\Lambda k^2C$, a relative loss of

$$\frac{\Lambda^2k^4A^2}{4R\,[2R-R(2k)]},\qquad 2R-R(2k)=14Bk^4-2Sk^2 .$$

This leading-order result needs the last expression to be positive, as it is for both gratings. For an assumed $\Lambda=2$ nm/s and $A=0.5$ nm, the losses are 2.1% and 1.4%. They partly cancel in $\lambda_*$, which shifts by $-0.3$ nm if both rates are read at that amplitude, and by less if they are fitted over the whole growth from a much smaller one. An amplitude of 0.5 nm is only a few atomic layers, and the loss grows as $\Lambda^2A^2$. Integrating the nonlinear equation with the same $\Lambda$, rates fitted over growth from 1 to 2 nm give $S$ too low by about $0.4\ \mathrm{nm^2/s}$, and rates fitted from 1 to 2.5 nm shift $\lambda_*$ by about $-5$ nm.

**Comparison with a real surface**

Your numbers fit, roughly, hot crystalline silicon under sub-keV argon at oblique incidence, where surface diffusion does the smoothing and ripples of a few hundred nm are plausible. Near room temperature the bombarded layer becomes amorphous, other smoothing mechanisms take over and ripples are typically much shorter. In a plasma reactor ions normally strike a flat wafer nearly head-on, so this case points to an ion beam aimed obliquely at the sample. The analysis also assumes that both runs share the same $S$ and $B$, which small differences in temperature or flux can break. Take 800 K and $B\propto e^{-E/k_BT}/T$ with a rough $E=1.2$ eV. If the second run is 2 K hotter, $B$ rises by 4.2%. But $R_2$ is a difference of two larger terms, $(20.4-15.8)\times10^{-4}\ \mathrm{s^{-1}}$, so it falls to $3.9\times10^{-4}\ \mathrm{s^{-1}}$, and the inferred $\lambda_*$ is 6.8 nm too long for the temperature of the first run. A 2% higher flux in the second run, with $S$ proportional to flux and $B$ unchanged, shifts it by $-4.4$ nm. Either mismatch matches or exceeds your statistical error, so I would quote $\pm4$ nm only if temperature and flux are matched much more closely than this and the amplitudes stay small enough for the nonlinear loss to be negligible. Even then it is the error within the assumed $k^4$ law. The result also belongs to the temperature of the measurement: at fixed $S$, a process 20 K hotter would have $\lambda_*$ longer by about 66 nm.

The remaining digits are in the numerical output below.

## Values computed for the example and the checks

```
Grating pitches 1, 2: 400, 240 nm
Rates R1, R2: 5.30e-04, 4.60e-04 1/s
Rate errors: 2.0e-05, 3.0e-05 1/s
Independent pitch errors: 1.0 %
Wavenumbers k1, k2: 0.015708, 0.026180 1/nm
q1, q2: 2.46740e-04, 6.85389e-04 1/nm^2
y1, y2: 2.1480, 0.6712 nm^2/s
S: 2.9787 nm^2/s, error 0.1367 nm^2/s
B: 3366.8 nm^4/s, error 230.8 nm^4/s
Correlation of S and B: 0.9416 (no unit)
Curvature and smoothing parts of R2: 2.0416e-03, 1.5816e-03 1/s
Fastest wavelength: 298.74 nm = 2987.4 angstrom
Peak growth rate: 6.5885e-04 1/s
Cutoff wavelength: 211.24 nm
Gain G: 0.1639 (no unit)
Pitch parts of rate errors: 6.500e-06, 2.243e-05 1/s
Effective rate errors: 2.103e-05, 3.746e-05 1/s
Effective relative errors: 3.97, 8.14 %
Wavelength error: 4.43 nm = 44.3 angstrom
Relative wavelength error: 1.48 %
Sampled 68 % interval: 294.21 to 303.08 nm
Error if S-B correlation is ignored: 12.32 nm
Common 1 % pitch scale error: 2.99 nm
Error with second pitch 360 nm: 70.03 nm
Predicted rate at 200 nm: -3.397e-04, error 1.078e-04 1/s
Assumed constant damping: 2.0e-05 1/s
Wavelength shift from damping: 0.29 nm
Third-rate discrepancy from damping: -2.640e-05 1/s
Damping equal to one third-rate error: 8.170e-05 1/s
Temperature, activation energy: 800 K, 1.2 eV
Run 2 hotter by 2 K: B up 4.18 %
R2 then: 3.940e-04 1/s; wavelength shift 6.82 nm
Process hotter by 20 K: wavelength up 66.1 nm
Run 2 flux up 2 %: shift -4.43 nm
Ion range: 3.0 nm; part of B absorbed 0.80 %
Remaining ion-range shift: -0.0004 nm
Quadratic coefficient, amplitude: 2.0 nm/s, 0.5 nm
Relative rate losses: 2.05, 1.41 %
Wavelength shift from finite amplitude: -0.32 nm
```
